Energy Cutoff and Trajectory Count in Monte Carlo Linewidth Simulation

Before a simulated line scan can give a width, two numbers must be chosen: the energy at which an electron is abandoned, and the number N of trajectories started at each beam position. A high cutoff saves time but removes signal; a small N leaves noise. The choice is sound when the resulting width shift and the random width error, taken together, stay within what the measurement can tolerate. Both can be found from one run.

**The model and five scan values**

A ridge 200 Å wide and 200 Å high, infinitely long in y, stands on a substrate of the same homogeneous solid. A 1000 eV beam arrives along −z, with a Gaussian spread of standard deviation 10 Å in x. The signal S is the fraction of incident electrons that finally escape with energy above a cutoff Ec. Secondary electrons are left out. So is the potential step at a real surface, which would lower the energy of escaping electrons and reflect some of the slow ones.

Let d be the beam's distance from the true edge, positive outward. The Monte Carlo method described below gave these values, averaged over two mirror-image edges with 10000 trajectories at each:

d (Å): S at 50 eV, S at 400 eV
−50: 0.4213, 0.3363
−10: 0.3638, 0.3048
0: 0.2642, 0.2169
10: 0.1737, 0.1410
50: 0.1581, 0.1256

A small edge finder can be worked by hand. Put the threshold T halfway between the signals at d = ±50 Å. Fit a straight line to the three central points and find where it crosses T. As the mean of their d is zero, the least-squares line is m + bd, where m is their mean signal and

b = Σ d S/Σ d² = 10[S(10) − S(−10)]/200 = [S(10) − S(−10)]/20.

The crossing is at e = (T − m)/b. For the 50 eV cutoff,

T = (0.4213 + 0.1581)/2 = 0.2897
m = (0.3638 + 0.2642 + 0.1737)/3 = 0.2672
b = (0.1737 − 0.3638)/20 = −0.00951 Å⁻¹
e = (0.2897 − 0.2672)/(−0.00951) = −2.36 Å.

Here and below, unrounded intermediates are carried forward. The negative sign puts the measured edge inside the ridge. For 400 eV the same arithmetic gives T = 0.2310, m = 0.2209, b = −0.00819 Å⁻¹ and e = −1.23 Å. Each edge moves outward by 1.14 Å, so the width grows by 2.3 Å, although every signal has fallen.

If the threshold is instead held at its 50 eV value, the 400 eV crossing is

e = (0.2897 − 0.2209)/(−0.00819) = −8.40 Å.

Each edge then moves inward by 6.04 Å and the width shrinks by 12.1 Å. The sign and size of the cutoff effect therefore depend on how the threshold is set.

**Why the two thresholds disagree**

Write e = A/b, with A = T − m, and mark the two cutoffs by 1 and 2. Since A₁ = e₁b₁,

e₂ − e₁ = (A₂ − e₁b₂)/b₂
= [(A₂ − A₁) − e₁(b₂ − b₁)]/b₂.

The second line subtracts A₁ and adds back e₁b₁, which are equal. T, m and b are weighted sums of the signals, with weights tᵢ, mᵢ and bᵢ. Define

gᵢ = (tᵢ − mᵢ − e₁bᵢ)/b₁.

Then, for a change ΔSᵢ of any size,

e₂ − e₁ = (b₁/b₂) Σ gᵢ ΔSᵢ.

At d = ±50 Å, t = 1/2 and the other weights vanish, so g = 0.5/(−0.00951) = −52.6 Å. The central points have m = 1/3 and b = −1/20, 0, 1/20 Å⁻¹, giving g = 47.5, 35.1 and 22.6 Å. The signal changes, from left to right in d, are −0.0850, −0.0590, −0.0473, −0.0327 and −0.0325. With b₁/b₂ = 1.161,

outer pair: 1.161 × 52.6 × (0.0850 + 0.0325) = +7.17 Å
central points: −1.161 × (47.5 × 0.0590 + 35.1 × 0.0473 + 22.6 × 0.0327) = −6.04 Å.

The central part is the fixed-threshold shift. Lowering the threshold with the scan adds the outer part, and the two nearly cancel.

There is a reason for the cancellation. The weights tᵢ sum to one, as do mᵢ, while the slope weights sum to zero. If the whole scan changes as S → αS + γ, with α > 0, then A → αA and b → αb, so e is unchanged. A relative threshold responds to the part of the loss that is not of this form. Here T keeps 79.7% of its value and m keeps 82.7%. These percentages alone do not fix the direction of the shift, because an added constant γ would change them without moving the edge. What matters is e = A/b. A keeps only 45% of its value while b keeps 86%, so the negative offset e shrinks and the crossing moves outward.

**Elastic scattering**

The equations are in atomic units. Each atom has the potential V = −(Z/r) exp(−μr), with Thomas-Fermi screening μ = [128Z/(9π²)]^(1/3). The first Born amplitude for momentum transfer q is

f = −(2/q) ∫₀^∞ r V sin(qr) dr
= (2Z/q) ∫₀^∞ exp(−μr) sin(qr) dr
= 2Z/(q² + μ²),

because the last integral is q/(q² + μ²). Let t = 1 − cos θ. With k² = 2E, elastic scattering has q² = 2k²t = 4Et. Setting β = μ²/(8E) gives q² + μ² = 4E(t + 2β), hence

|f|² = Z²/[4E²(t + 2β)²].

The solid angle element integrates over azimuth to 2π dt, with t from 0 to 2. The total cross section is

σ = [πZ²/(2E²)] [1/(2β) − 1/(2 + 2β)]
= πZ²/[4E²β(1 + β)].

Weighting by t gives the transport cross section, which measures loss of direction. Writing t = (t + 2β) − 2β,

∫₀² t dt/(t + 2β)² = ln[(1 + β)/β] + β/(1 + β) − 1,

σ_tr = [πZ²/(2E²)] {ln[(1 + β)/β] − 1/(1 + β)}.

To draw an angle, set a uniform number R equal to the fraction of σ below t:

R = 2β(1 + β)[1/(2β) − 1/(t + 2β)] = (1 + β)t/(t + 2β).

Multiplying out, R(t + 2β) = (1 + β)t, so

t = 2βR/(1 + β − R).

The azimuth φ is uniform. For an old direction (u, v, w) and ρ = √(u² + v²), the vectors (uw/ρ, vw/ρ, −ρ) and (−v/ρ, u/ρ, 0) are perpendicular to it and to each other, and have unit length. The new direction is cos θ times the old one, plus sin θ cos φ times the first vector and sin θ sin φ times the second. For a vertical ray, any perpendicular pair will do.

The example uses Z = 14 and atomic density n = 0.05 Å⁻³. The mean free path 1/(nσ) falls from 16.2 Å at 1000 eV to 1.2 Å at 50 eV; the transport mean free path 1/(nσ_tr) falls from 115 Å to 1.8 Å. The Born approximation is crude throughout this range. It is safe when Z/k is well below one, but here Z/k is 1.6 at 1000 eV and 7.3 at 50 eV. A partial-wave solution for the same potential gives total and transport cross sections of about 0.5 and 0.8 times the Born values at 1000 eV, and about 0.1 times both at 50 eV. The 1.2 Å mean free path is also shorter than the atomic spacing n^(−1/3) = 2.7 Å, where independent collisions lose their meaning. These cross sections therefore define a model solid and should not be used as data for a real one.

**Continuous slowing down**

The energy loss per unit path is taken from the Joy-Luo modification of the Bethe law,

S_p(E) = (2πnZ/E) ln[√(e/2) (E + 0.85J)/J],

where this e is the base of natural logarithms and J = 170 eV is the mean excitation energy. This law is an input, not derived here. Since dE/ds = −S_p, the path used in slowing from E₀ to E is

s(E) = ∫_E^E₀ dE′/S_p(E′).

The mean free path changes during a flight. The probability P of having had no collision obeys dP/ds = −nσP. Define the collision depth by dτ = nσ ds, or

τ(E) = ∫_E^E₀ nσ(E′) dE′/S_p(E′).

Then dP/dτ = −P, so P = exp(−Δτ). A flight is drawn by adding an exponential random number of mean one to τ; the new τ fixes the new energy and path. No constant mean free path is assumed within the flight. The integrals were tabulated by the trapezoidal rule at 2001 energies and interpolated linearly. Slowing to 50 eV takes 354 Å of path and, in an unbounded solid, 50 collisions on average.

**Following one electron through the ridge**

Let a be the half width and h the height, with the substrate surface at z = 0. Start on the ridge top if |x| < a, otherwise on the substrate, with direction (0, 0, −1) and s = τ = 0. Repeat these operations:

1. Draw the next flight and find its length from the change in s. A flight that would pass the lowest cutoff is cut at that path.

2. Find the first exit along the ray. Let x₀ be its x coordinate at z = 0. An upward ray from the substrate exits there if |x₀| ≥ a; otherwise it enters the ridge and exits at the nearer of side and top. An upward ray starting in the ridge also exits at the nearer of these. A downward ray in the ridge exits through the side if |x₀| ≥ a; otherwise it passes into the substrate. A downward ray in the substrate has no exit.

3. If no exit comes before the end of the flight, move the electron. Stop it if it has reached the lowest cutoff; otherwise scatter it.

4. If it exits, add to s only the path up to the surface. A downward ray from the side re-enters the substrate at x₀. An upward ray from the substrate heading for the ridge meets the wall at height w(|x₀| − a)/|u|, and re-enters if this is below h. Every other exit is an escape, and its s is stored.

5. On re-entry keep the direction, set τ from s, and draw a new flight. This is allowed because an exponential law does not depend on the distance already travelled without collision.

An electron whose depth below z = 0 exceeds its remaining path cannot return to the surface and may be dropped without changing the result.

**One run for many cutoffs**

Let L be the total path in matter at final escape, with L infinite for an absorbed electron. Energy falls steadily in matter and is constant in vacuum. The escape energy therefore exceeds Ec if and only if L < s(Ec), and

S(x; Ec) = P[L < s(Ec)].

Abandoning electrons at Ec gives the same signal. If L < s(Ec), the electron escapes before the stopping rule acts. Otherwise it reaches Ec before it can escape above that energy. One run to 50 eV thus supplies every higher cutoff by counting stored paths. The limits are

Ec (eV): s(Ec) (Å)
50: 354
100: 344
200: 320
300: 293
400: 261
600: 188

With random energy losses, stopping at Ec and rejecting escapes below Ec would still agree, provided energy never rose. The single path limit would fail, since equal paths could end at different energies.

**Random error of the width**

A real scan has more pixels than the hand example, but the same formulas hold. The width is W = W₀ + e_L + e_R, where W₀ = 200 Å and the last two terms are the outward offsets of the left and right edges. For small errors δS,

δe = (δA − e δb)/b = Σ gᵢ δSᵢ.

Each trajectory either counts or does not, with probability pᵢ at pixel i. Its variance is pᵢ(1 − pᵢ), and different pixels use independent trajectories. Summing over both edges,

Var W = V/N, V = Σ gᵢ² pᵢ(1 − pᵢ).

For the five-point estimator, the 50 eV values give

outer pair: 52.6² × (0.244 + 0.133) = 1043 Å²
central points: 47.5² × 0.231 + 35.1² × 0.194 + 22.6² × 0.144 = 835 Å².

Two edges give V ≈ 3760 Å², or a standard error of 3.1 Å at N = 400.

The ratio A/b also has a small bias. Expanding 1/(b + δb) to second order and averaging, with the means of δA and δb zero, gives

mean(e) − e ≈ e Var(b)/b² − Cov(A, b)/b².

Both terms fall as 1/N, faster than the random error, which falls as 1/√N. The expansion requires the slope noise to be small compared with |b|.

**The larger estimator**

The larger estimator fits the line to seven pixels from −15 to 15 Å. T is halfway between the mean signals of two windows, −60 to −40 Å and 40 to 60 Å, with five pixels in each; the spacing is 5 Å throughout. With 10000 trajectories per pixel and a 50 eV cutoff, the right edge gives

e_R = (0.2922 − 0.2692)/(−0.008855) = −2.60 Å.

The left edge gives −2.40 Å, so

W = 200 − 2.60 − 2.40 = 195.0 Å.

The 5 Å difference from the true width belongs to this threshold rule and this scan shape. It is not a cutoff error, since lowering the cutoff from 50 to 10 eV adds only 7 Å of path and moves the width by less than 0.1 Å, and more trajectories will not remove it. The variance formula gives V = 1283 Å², hence a standard error √(1283/10000) = 0.36 Å. Averaging over more pixels has reduced V to about a third of its five-point value. This gain is per pixel: with 17 pixels per edge instead of 5, the products 17 × 1283 ≈ 21800 Å² and 5 × 3760 ≈ 18800 Å² show no gain at a fixed total number of trajectories.

To see where the 1/√N law weakens, 20000 artificial scans were drawn for each N from binomial distributions with the simulated pᵢ. The bias was averaged after subtracting the zero-mean linear term Σ gᵢ δSᵢ from each width, which removes most of the sampling noise. All entries are in Å:

N: predicted error, sampled error, sampled bias
100: 3.58, 3.87, −0.35
400: 1.79, 1.81, −0.08
1600: 0.90, 0.89, −0.02
6400: 0.45, 0.45, −0.005

At N = 100 the sampled error is 8% above the prediction. The bias is small beside the random error throughout this range.

**Size of the cutoff shift**

The same trajectories serve both cutoffs, so much of their noise cancels in the difference. Let I₁ and I₂ be one when a trajectory counts at the lower and higher cutoff. Whenever I₂ = 1, I₁ = 1 too, so I₁I₂ = I₂ and

Cov(I₁, I₂) = p₂ − p₁p₂ = p₂(1 − p₁).

With g₁ and g₂ evaluated at their own cutoffs, the shift has variance

(1/N) Σ [g₁²p₁(1 − p₁) + g₂²p₂(1 − p₂) − 2g₁g₂p₂(1 − p₁)].

The width shifts relative to the 50 eV result, with one standard error, are

Ec (eV): shift with relative threshold (Å)
100: 0.07 ± 0.04
200: 0.41 ± 0.09
300: 1.02 ± 0.14
400: 1.94 ± 0.20
600: 6.16 ± 0.34

The 100 eV shift is not resolved. At 400 eV the paired error is 0.20 Å; with independent runs, the 50 eV run alone would contribute 0.36 Å.

With the threshold fixed at its 50 eV value, the shifts are −0.62, −2.85, −6.91 and −13.31 Å at 100, 200, 300 and 400 eV. Their standard errors are at most 0.26 Å, found by dividing the trajectories into 50 batches and repeating the calculation with each batch omitted. At 600 eV the crossing lies outside the fitted pixels, so no value is given.

**Choosing the two numbers**

The random error at 50 eV equals a cutoff shift ΔW when

N* = V/(ΔW)².

For 400 eV and the relative threshold, N* = 1283/1.94² ≈ 340. It is about 1200 at 300 eV and 7500 at 200 eV. The last is uncertain by roughly 40%, twice the relative error of the shift. At 600 eV the formula gives about 34, too few trajectories for the small-error expansion to be trusted.

Well above N*, the cutoff dominates and further trajectories do little for the total error. Well below it, noise dominates and lowering the cutoff does little. Suppose the root-mean-square error relative to the 50 eV model width must be 1 Å. A 400 eV cutoff cannot meet this at any N, because its shift alone is 1.94 Å. At 200 eV, if V is taken as unchanged and the small bias is neglected,

N ≈ 1283/(1 − 0.41²) ≈ 1500.

In fact V grows with the cutoff, by about 4% at 200 eV, 19% at 400 eV and 55% at 600 eV. With this included, the 200 eV requirement is nearer 1600.

This treats the shift as an error, which is right when the detector accepts electrons down to 50 eV. If the detector itself rejects electrons below Ec, stopping there introduces no error within this model, and the shift is part of the predicted measurement. In either case the numbers belong to this model solid, ridge, beam and edge rule. Another solid or geometry needs its own V and ΔW, both of which follow from its stored escape paths as long as the energy loss is continuous and secondary electrons are left out.
